Judd-Ofelt analysis of Eu³⁺ emission from the ⁵D₀ level

**Examination question: Judd-Ofelt analysis of a Eu³⁺ emission spectrum**

A Eu³⁺ ion (4f⁶) in a non-magnetic medium of refractive index n emits from ⁵D₀ to ⁷F_J, J = 0…6. Emission is collected isotropically, the detector response is corrected, no other level emits, nothing is reabsorbed, and n is the same for all bands. Hartree units are awkward here: wavenumbers ν are in cm⁻¹, wavelengths in nm, rates in s⁻¹ and Ω in 10⁻²⁰ cm², with SI inside formulas. C^k_q = √(4π/(2k+1)) Y_kq, and U^(λ) = Σ_i u^(λ)(i) is the unit tensor with ⟨f‖u^(λ)‖f⟩ = 1.

(a) Derive the electric-dipole (ED) and magnetic-dipole (MD) emission rates, with the Lorentz local field.

(b) An odd crystal field V = Σ a_tp C^t_p (t odd, radial integral included in a_tp) mixes 4f⁶ with 4f⁵5d, all of whose levels are placed at one energy Δ above 4f⁶. With R = ⟨4f|r|5d⟩ and J a good quantum number, find the ED strength of each band.

(c) Find the bands with MD strength and explain why any band from ⁵D₀ has strength. A free-ion model (F² = 90000 cm⁻¹, ζ = 1300 cm⁻¹, round values of rough Eu³⁺ size, with hydrogenic F⁴/F² = 0.6681 and F⁶/F² = 0.4943) gives S_MD = 0.09912 μ_B² at ν₁ = 17129 cm⁻¹. Compare its vacuum rate with the conventional A₀ = 14.65 s⁻¹.

(d) Express A_J, Ω_λ and τ_rad through a spectrum S recorded as energy per nm. What is needed besides the spectrum?

(e) A model spectrum with n = 1.50 has Gaussian bands in energy per nm, for J = 0…6:
centres 580, 590, 615, 650, 700, 750, 810 nm;
areas 0.05, 1, 5, 0.15, 1.5, 0.02, 0.10;
widths σ = 0.5, 1.5, 2.5, 2.5, 4, 4, 4 nm.
With A₀ = 14.65 s⁻¹ and the model values U₂² = 0.003158, U₄² = 0.002290, U₆² = 0.000237, find Ω₂, Ω₄, Ω₆, τ_rad and the intrinsic yield for τ_obs = 1.0 ms. Find the errors from treating energy areas as photon areas, from cutting at 725 nm, and from keeping only J = 1, 2, 4.

(f) How does J-mixing by an even crystal field affect the results, and when does the method fail?

**Model answer (a)**

A mode of volume 𝒱 in a medium of permittivity ε₀n² has field amplitude E = √(ħω/(2ε₀n²𝒱)) per photon. With k = nω/c, the modes per polarization number 𝒱k²dk dΩ_k/(2π)³ = 𝒱n³ω²dω dΩ_k/(8π³c³). Summing |ε·d|² over two polarizations gives |d|² − |k̂·d|², whose integral over directions is 4π(1 − 1/3)|d|² = (8π/3)|d|². The golden rule gives

A = (2π/ħ²) · ħω/(2ε₀n²) · n³ω²/(8π³c³) · (8π/3)|d|² = nω³|d|²/(3πε₀ħc³).

For the magnetic moment m, the field is B = k × E/ω, of size nE/c, and the angular sum is the same. Multiplying by n²/c² and using 1/(ε₀c²) = μ₀,

A = μ₀n³ω³|m|²/(3πħc³).

The ED-MD cross term, summed over polarizations, is proportional to k̂·(d × m*), which is odd in k̂ and vanishes for isotropic collection.

In the Lorentz model the ion sits in a virtual spherical cavity with surface charge of size P cosθ. The field at the centre is increased by ∫P cos²θ dΩ/(4πε₀) = P/(3ε₀). With P = ε₀(n² − 1)E, the electric field is multiplied by L = 1 + (n² − 1)/3 = (n² + 2)/3 and the ED rate by L². A non-magnetic medium gives no magnetic counterpart.

Put ω = 2πcν, ħ = h/2π, |d|² = e²S_ED and |m|² = μ_B²S_MD, summed over final states. Then ω³/(3πħc³) = 16π³ν³/(3h). The initial level has 2J+1 = 1, so no average is needed:

A_ED = K_ED ν³ nL² S_ED,  K_ED = 16π³e²/(3ε₀h) = 7.23543×10⁻¹⁰ s⁻¹ per cm⁻³ per 10⁻²⁰ cm²

A_MD = K_MD ν³ n³ S_MD,  K_MD = 16π³μ₀μ_B²/(3h) = 2.69735×10⁻¹¹ s⁻¹ per cm⁻³ per μ_B²

The numerical check tests both prefactors against P/ħω, with P the Poynting flux of exact classical dipole fields. The classical amplitude is 2|d|, because d e^(−iωt) plus its conjugate oscillates with that amplitude.

**Model answer (b)**

To first order in V, |i′⟩ = |i⟩ − P V|i⟩/Δ and likewise for |f′⟩, where P projects on 4f⁵5d; the single Δ allows the closure sum. The operator r C¹_q is odd and vanishes within 4f⁶, which leaves

W_q = −(R/Δ)[C¹_q P V + V P C¹_q],  S_ED = Σ_q Σ_f |⟨f|W_q|i⟩|².

W_q is a one-electron operator: in a†_f′ a_d a†_d′ a_f acting on a state with no d electron, a_d a†_d′ = δ_dd′. P may therefore be read as the one-electron d projector.

Couple the product to rank λ, with μ = q + p:

C¹_q P C^t_p = Σ_λ ⟨1q tp|λμ⟩ T^λ_μ.

Applying the Wigner-Eckart theorem to both factors and summing over the d projection leaves a contraction of three 3j symbols, which is the defining sum of the 6j symbol:

⟨3‖T^λ‖3⟩ = (−1)^λ √(2λ+1) {1 t λ; 3 3 2} ⟨3‖C¹‖2⟩⟨2‖C^t‖3⟩.

With ⟨l‖C^k‖l′⟩ = (−1)^l √((2l+1)(2l′+1)) (l k l′; 0 0 0), the last product is (−1)^(3+2)·7·5·(3 1 2; 000)(2 t 3; 000). In the reversed order C^t_p P C¹_q, the 6j symbol is unchanged (column exchange) and so is the product of 3j symbols (each has an even sum). The coupling coefficient becomes ⟨tp 1q|λμ⟩ = (−1)^(1+t−λ)⟨1q tp|λμ⟩, and the sign is (−1)^λ since t is odd. Odd λ cancel and even λ double:

W_q = Σ_tp Σ_(λ even) a_tp ⟨1q tp|λμ⟩ √(2λ+1) Ξ(t,λ) U^(λ)_μ

Ξ(t,λ) = (−R/Δ)·2·(−35)·{1 t λ; 3 3 2}(3 1 2; 000)(2 t 3; 000) = 70(R/Δ){1 λ t; 3 2 3}(3 1 2; 000)(2 t 3; 000).

The triangle (3, 3, λ) gives λ ≤ 6. U^(0) is proportional to the number of electrons and vanishes between orthogonal states. So λ = 2, 4, 6 remain.

For an initial J = 0, (J λ 0; −M μ 0) = δ_Jλ δ_Mμ (−1)^(J+M)/√(2J+1), and its sign cancels the Wigner-Eckart phase (−1)^(J−M):

⟨JM|U^(λ)_μ|00⟩ = δ_Jλ δ_Mμ U_λ/√(2λ+1),  U_λ = ⟨⁷F_λ‖U^(λ)‖⁵D₀⟩.

The amplitude to |λμ⟩ is then U_λ Σ_tp a_tp ⟨1q tp|λμ⟩ Ξ(t,λ). Write ⟨1q tp|λμ⟩ = (−1)^(1−t+μ)√(2λ+1)(1 t λ; q p −μ). In the square the phases cancel, as t and t′ are both odd, and the 3j orthogonality sum over q and μ gives δ_tt′δ_pp′/(2t+1). Hence

S_ED(⁵D₀→⁷F_λ) = Ω_λ U_λ²,  Ω_λ = (2λ+1) Σ_tp |a_tp|² Ξ(t,λ)²/(2t+1).

Each even band carries one Ω, so no fit is needed. The bands J = 0, 1, 3, 5 have no ED strength at this order.

**Model answer (c)**

The moment is m = −μ_B(L + gS) = −μ_B[J + (g − 1)S], with g = 2.002319 and S the spin. J annihilates a J = 0 state, and S has rank 1, so by the 3j symbol above only J = 1 is reached. With J good and one denominator Δ for initial and final states, the ⁷F₁ band is pure MD, independent of the odd field, and ⁷F₀, ⁷F₃, ⁷F₅ are dark. If the two denominators differ, the odd λ in (b) no longer cancel and leave an amplitude proportional to 1/Δ_i − 1/Δ_f, so J = 1, 3, 5 gain ED strength.

Neither S nor U^(λ) changes the total spin quantum number, so in pure LS coupling ⁵D₀→⁷F vanishes. Spin-orbit coupling mixes ⁷F₀ into ⁵D₀, and quintet levels of equal J (from ⁵D, ⁵F and ⁵G, since ΔL = 0, ±1; only ⁵G reaches J = 6) into each ⁷F_J, with amplitudes proportional to ζ, and the strengths scale as ζ² at small ζ. For the U^(λ) elements of the model below the septet and quintet contributions have opposite signs and partly cancel, most strongly for J = 6. The model diagonalizes

H = Σ_(k=2,4,6) F^k Σ_(i<j) C^k(i)·C^k(j) + ζ Σ_i l_i·s_i

among the M_J = 0 determinants, which hold one state of every level. From the result in (b), U_λ² = (2λ+1)|⟨λ0|U^(λ)₀|00⟩|², and S_MD = 3|⟨10|L_z + gS_z|00⟩|². Doubling ζ from 10 to 20 cm⁻¹ multiplies the four strengths by 4.013, 4.015, 4.010 and 4.020; the program tests these against 4.

Two LS limits for ⁷F₀ are also tested. S keeps the state within the term, so S_MD(⁷F₀→⁷F₁) = (g − 1)²⟨S²⟩ = 12(g − 1)². The term ⁷F is the only septet, one hole in the spin-aligned shell, so |⟨L‖U^(λ)‖L⟩| = 1. The sum Σ_μ⟨LM|U_μ†U_μ|LM⟩ equals |⟨L‖U‖L⟩|²/(2L+1) for every M, which gives U²(⁷F₀→⁷F_λ) = 1/7. At ζ = 10 cm⁻¹ the values are 12.0557 and 0.1429.

At ζ = 1300 cm⁻¹ the emitting level is 81.6 % quintet, 12.4 % triplet, 5.4 % septet and 0.6 % singlet (its ⟨S²⟩ = 5.796 stays near the quintet value 6 because the septet part raises the mean while the triplet and singlet parts lower it), and

A₀(model) = 2.69735×10⁻¹¹ × 17129³ × 0.09912 = 13.4 s⁻¹,

which is 0.917 of 14.65 s⁻¹. A₀ depends on the wavefunctions and on ν₁³; 14.65 s⁻¹ is a calculated convention and no constant of nature. A two-parameter model supports its size only: raising ζ to 1350 cm⁻¹ gives S_MD = 0.1097 μ_B², A₀(model) = 14.5 s⁻¹ and U_λ² larger by 9 to 10 %, while lowering F² to 85000 cm⁻¹ at ζ = 1300 cm⁻¹ gives 12.7 s⁻¹ and U_λ² larger by 14 to 15 %. The model U_λ² used in (e) carry a spread of this size, and each Ω_λ varies inversely with its U_λ².

**Model answer (d)**

N excited ions emit N A_J photons per second in band J, and N is common to all bands. A photon carries energy hc/Λ at wavelength Λ, so the photon area is I_J = ∫ΛS dΛ up to a common factor. With A₁ = A₀n³,

A_J = A₀n³ I_J/I₁,  1/τ_rad = Σ_J A_J = A₀n³ I_tot/I₁.

The lifetime needs neither U_λ² nor L, and it includes bands that Judd-Ofelt theory calls dark.

Within a band, the photon rate per wavenumber is Φ(ν) = K_ED nL² ν³ Σ_i S_i g_i(ν), with normalized line shapes g_i. Dividing by ν³ before integrating gives K_ED nL² S_ED = ∫Φν⁻³dν = A_λ⟨ν⁻³⟩, a photon-weighted mean. Define ν_λ⁻³ = ⟨ν⁻³⟩ = ⟨Λ³⟩ = ∫Λ⁴S dΛ/∫ΛS dΛ. Then

Ω_λ = A_λ/(K_ED ν_λ³ nL² U_λ²) = 27ε₀h A₀ n² (I_λ/I₁)/[16π³e² ν_λ³ (n²+2)² U_λ²].

The spectrum gives only I_J/I₁ and ν_J. The values of n and A₀, and for Ω also U_λ² and the local-field model, come from outside. Differentiating ln Ω = 2 ln n − 2 ln(n²+2) + const,

d lnΩ/d ln n = 2 − 4n²/(n²+2),  d lnτ_rad/d ln n = −3.

The first vanishes at n² = 2 and is −0.1176 at n = 1.5, so within the Lorentz model and near these values of n an error in n affects τ_rad far more than Ω; at large n the Ω slope tends to −2. Both slopes are tested by finite differences.

**Model answer (e)**

For a Gaussian of area E, centre Λ₀ and width σ, put Λ = Λ₀ + x, with ⟨x²⟩ = σ², ⟨x⁴⟩ = 3σ⁴ and odd moments zero. Then I = EΛ₀ and ⟨Λ³⟩ = (Λ₀⁴ + 6Λ₀²σ² + 3σ⁴)/Λ₀; both are tested against quadrature.

With n³ = 3.3750, L = 1.41667 and nL² = 3.01042, A₁ = 14.65 × 3.3750 = 49.444 s⁻¹.

J = 2: I₂/I₁ = 5 × 615/590 = 5.2119, A₂ = 49.444 × 5.2119 = 257.69 s⁻¹, ν₂ = 16259.6 cm⁻¹.
Rate per unit Ω: 7.23543×10⁻¹⁰ × 16259.6³ × 3.01042 × 0.003158 = 29.57 s⁻¹.
Ω₂ = 257.69/29.57 = 8.715.

J = 4: I₄/I₁ = 1.5 × 700/590 = 1.7797, A₄ = 87.99 s⁻¹, ν₄ = 14284.8 cm⁻¹.
Rate per unit Ω: 7.23543×10⁻¹⁰ × 14284.8³ × 3.01042 × 0.002290 = 14.54 s⁻¹.
Ω₄ = 87.99/14.54 = 6.05.

J = 6: I₆/I₁ = 0.10 × 810/590 = 0.13729, A₆ = 6.788 s⁻¹, ν₆ = 12345.1 cm⁻¹, rate per unit Ω 0.9693 s⁻¹, Ω₆ = 6.788/0.9693 = 7.00. These use the unrounded U₆² of the program; the three-figure value 0.000237 gives 0.971 s⁻¹ and Ω₆ = 6.99.

The remaining rates are A₀-scaled in the same way: 2.430, 8.171 and 1.257 s⁻¹ for J = 0, 3, 5.

I_tot/I₁ = 0.04915 + 1 + 5.21187 + 0.16525 + 1.77966 + 0.02542 + 0.13729 = 8.3686
1/τ_rad = 49.444 × 8.3686 = 413.78 s⁻¹,  τ_rad = 2.417 ms.

The branching ratios A_Jτ_rad are 11.9, 62.3, 21.3 and 1.6 % for J = 1, 2, 4, 6. Since 1/τ_obs is the sum of radiative and non-radiative rates, the intrinsic yield is τ_obs/τ_rad = 1.0/2.417 = 0.41.

Rounded to two figures, the second of which is uncertain, the results are Ω₂ ≈ 8.7×10⁻²⁰ cm² (3.1×10⁻³ bohr²), Ω₄ ≈ 6.1×10⁻²⁰ cm² (2.2×10⁻³ bohr²) and τ_rad ≈ 2.4 ms. At ν₁ = 16948.9 cm⁻¹, 14.65 s⁻¹ implies S_MD = 0.1116 μ_B², whereas the wavefunctions behind these U_λ² give 0.0991. Using the model S_MD at this ν₁ as reference would multiply every Ω by 0.09912/0.11155 = 0.889 and divide τ_rad by it; the ratio 0.917 in (c) belongs to the model's own ν₁ = 17129 cm⁻¹.

The errors below are relative to the full results.

Energy areas: I_λ/I₁ loses the factor Λ_λ/Λ₁, so Ω_λ is multiplied by 590/615, 590/700 and 590/810. This gives 8.360, 5.101 and 5.101 (−4.1, −15.7, −27.2 %); the equality of the last two is an accident of the data. Most light lies to the red of 590 nm, so I_tot/I₁ is too small and τ_rad = 2.586 ms (+7.0 %).

Cut at 725 nm: J = 5, 6 are lost, τ_rad = 2.465 ms (+2.0 %), with Ω₂ and Ω₄ unchanged.

Only J = 1, 2, 4: τ_rad = 1/(49.444 + 257.694 + 87.993) s = 2.531 ms (+4.7 %).

**Model answer (f)**

A C₃ᵥ model checks the method. Its round parameters are R = 40 pm, Δ = 100000 cm⁻¹, a₁₀, a₃₀, a₃₃, a₅₀, a₅₃ of size 8000, 6000, 4000, 5000, 3000 cm⁻¹, and an even field B₂₀, B₄₀, B₄₃ = 400, 800, 400 cm⁻¹. W_q and L + gS act explicitly on 274 low-lying f⁶ states. This basis is sufficient without J-mixing but is not converged with it, so values for all 3003 f⁶ states are given beside the 274-state ones where they differ. The lines are broadened (σ = 8 cm⁻¹) and analysed as in (d), with the model A₀ as reference.

With the even field acting only inside each level, the 6j formula gives Ω = 7.4277, 2.8209, 1.9199, the analysis returns 7.4275, 2.8208, 1.9199, and τ is 3.1176 ms against the true 3.1175 ms. These agreements and the absence of ED strength in J = 0, 1, 3, 5 are tests.

With J-mixing the true J = 1 band rate A₁ᵗ differs from A₀n³. The analysis returns A₀n³ A_Jᵗ/A₁ᵗ for each band, so

τ_recovered/τ_true = A₁ᵗ/(A₀n³),

a tested identity: 45.674/45.343 gives +0.73 %, or 3.1624 against 3.1396 ms. This shift is quadratic in the even field at leading order. The borrowed ED amplitude is linear in the field and has no zeroth-order ED partner. The MD strength summed over the band is a rotational scalar, and a field of rank k > 0 cannot form a scalar linearly. Doubling a weak field multiplies the shift by 3.991, tested against 4. The dark bands acquire 1.546, 1.643 and 0.162 s⁻¹ (J = 0, 3, 5) in the 274-state basis. In all 3003 states they acquire 1.138, 1.596 and 0.159 s⁻¹, and the shift of τ is 45.703/45.343, or +0.79 %.

The recovered Ω values are 7.34, 2.51 and 1.58, errors of −1.21, −10.85 and −17.94 % relative to the 6j values. These are 274-state values; in all 3003 states the errors are −0.5, −10.4 and −19.0 %. The shifted reference contributes −0.6 to −0.8 percentage points to each, which is comparable to the whole Ω₂ error but a small part of the Ω₄ and Ω₆ errors. For the even bands a scalar linear in the even field can be formed with two odd-field factors, so the band strength can change at first order in the field, through mixing among the ⁷F levels and with higher levels. In all 3003 states the change is linear in a weak field. Before the reference shift it is +0.3, −9.7 and −18.4 % for J = 2, 4, 6, and −3.1, +10.2 and +33.4 % with the even field reversed. For this parameter set τ_rad and Ω₂ are good to about a percent, and Ω₄ and Ω₆ are not good to two figures; the accuracy of Ω₂ depends on the sign of the field, its error being −4.0 % with the field reversed. These figures also assume one Δ: lowering the initial-state denominator by the 17493 cm⁻¹ that ⁵D₀ lies above ⁷F₀ gives the J = 1 band an ED rate of 1.7 s⁻¹, or 3.7 % of the reference, without any J-mixing.

The method fails when a premise fails. Emission from ⁵D₁ overlapping the bands, or reabsorption, breaks I_J ∝ A_J. Polarized or directional detection from an oriented crystal with sites of lower than cubic symmetry can weight ED and MD lines unequally. Several sites give rates averaged over their excited populations. At an inversion centre all a_tp vanish, so even-band intensity must come from mechanisms outside (b), such as vibrations, although the lifetime formula still holds. A low-lying opposite-parity or charge-transfer state spoils the single Δ. In particles smaller than the wavelength, or near interfaces, the bulk factors n³ and nL² in the MD and ED rates no longer apply.

Calculated quantities

```
n = 1.5; L = 1.41667; n L^2 = 3.01042; n^3 = 3.3750; g = 2.002319
vacuum ED constant = 7.23543e-10 1/s per cm^-3 per 1e-20 cm^2
vacuum MD constant = 2.69735e-11 1/s per cm^-3 per muB^2
--- free-ion model: F2 = 90000, zeta = 1300 cm^-1
F4/F2 = 0.6681, F6/F2 = 0.4943; F4 = 60133, F6 = 44489 cm^-1
E(7F0..6) cm^-1: 0 364 1008 1845 2807 3847 4932
E(5D0) = 17493 cm^-1, <S^2> = 5.796
5D0-7F0..6 wavelengths nm: 571.7 583.8 606.6 639.1 680.9 732.8 796.1
U2^2 U4^2 U6^2: 0.003158 0.002290 0.000237
S_MD = 0.09912 muB^2; nu_1 = 17129 cm^-1; A0 model = 13.435 1/s
A0 model / 14.65 = 0.917
LS limit (zeta = 10 cm^-1) 7F0 strengths S_MD U2 U4 U6: 12.0557 0.1429 0.1429 0.1429
5D0 strength ratios, zeta 20 vs 10 cm^-1: 4.013 4.015 4.010 4.020
--- C3v validation: R = 40 pm, Delta = 100000 cm^-1, sigma = 8 cm^-1
a10 a30 a33 a50 a53 cm^-1: 8000 6000 4000 5000 3000
B20 B40 B43 = 400 800 400 cm^-1; basis states = 274
Omega 2,4,6 from 6j formula (1e-20 cm^2): 7.4277 2.8209 1.9199
Omega recovered, no J-mixing: 7.4275 2.8208 1.9199
tau true / recovered, no J-mixing = 3.1175 / 3.1176 ms
Omega recovered, J-mixing: 7.3381 2.5149 1.5755
Omega error with J-mixing, %: -1.21 -10.85 -17.94
tau true / recovered, J-mixing = 3.1396 / 3.1624 ms (+0.73 %)
true A_0..6 with J-mixing 1/s: 1.546 45.674 227.786 1.643 40.100 0.162 1.604
unmixed A_1 = 45.343 1/s; shift ratio on doubling the field = 3.991
--- worked example: A0 = 14.65 1/s, A_1 = 49.444 1/s
J  centre/nm sigma/nm energy  I_J/I_1  nu/cm^-1  A_J/s^-1  branch/%
0  580  0.5  0.05  0.04915  17241.4  2.430  0.59
1  590  1.5  1.00  1.00000  16948.9  49.444  11.95
2  615  2.5  5.00  5.21187  16259.6  257.694  62.28
3  650  2.5  0.15  0.16525  15384.2  8.171  1.97
4  700  4.0  1.50  1.77966  14284.8  87.993  21.27
5  750  4.0  0.02  0.02542  13332.6  1.257  0.30
6  810  4.0  0.10  0.13729  12345.1  6.788  1.64
A_k per unit Omega (1/s per 1e-20 cm^2): 29.5706 14.5383 0.9693
Omega 2,4,6 (1e-20 cm^2): 8.715 6.053 7.003
Omega 2,4,6 (bohr^2): 3.112e-03 2.161e-03 2.501e-03
I_tot/I_1 = 8.3686; A_tot = 413.78 1/s; tau_rad = 2.4168 ms
S_MD implied by A0 at nu_1 = 0.11155 muB^2
intrinsic yield for tau_obs = 1.0 ms: 0.4138
no photon conversion: Omega 8.360 5.101 5.101 ; tau = 2.5863 ms
  errors %: -4.07 -15.71 -27.16 ; tau +7.02
cut at 725 nm: tau = 2.4647 ms (+1.98 %)
J = 1,2,4 only: tau = 2.5308 ms (+4.72 %)
dlnOmega/dln n = -0.1176; dln tau/dln n = -3.0000
```
